# Counting ballistic modes from band tables, and why subband minima fail

## A slice through a hat

Take the one-dimensional band

$$E(k)=c\,(k^2-k_0^2)^2,\qquad c>0 .$$

It has two minima, at $k=\pm k_0$, and a local maximum of height $ck_0^4$ at $k=0$. For $0<E<ck_0^4$, taking the square root of $E=c(k^2-k_0^2)^2$ gives

$$k_1^2=k_0^2-\sqrt{E/c},\qquad k_2^2=k_0^2+\sqrt{E/c},$$

so the band meets the energy $E$ at four points, $\pm k_1$ and $\pm k_2$. The slope is $dE/dk=4ck(k^2-k_0^2)$. It is positive at $+k_2$, where both factors are positive, and at $-k_1$, where both are negative. There are two forward modes, and one of them has negative wavevector. Above the local maximum the points $\pm k_1$ no longer exist, and one forward mode remains.

Now let the band belong to a film, with $k^2=k_x^2+k_y^2$, transport along $x$ and width along $y$. A line of fixed $k_y$ cuts both circles if $|k_y|<k_1$, only the outer one if $k_1<|k_y|<k_2$, and neither beyond. The forward counts are 2, 1 and 0. A rule that assigns one mode to each occupied subband returns 1 wherever the correct count is 2. A rule that assigns one mode to each local minimum still returns 2 near $k_y=0$ after the energy has passed the hat top, where the correct count is 1.

## From current to crossings

Let $E_n(k_x,k_y)$ be continuous bands, periodic in $k_x$. The leads are reflectionless, carriers do not scatter, and the film is wide enough for $k_y$ to be continuous. The tabulated rectangle must cover one Brillouin zone once. Let $g$ be the spin factor; set $g=1$ if the table already lists both spins.

States with $v_x=\hbar^{-1}\partial E/\partial k_x>0$ are filled by the left lead, the others by the right lead. In equilibrium the two currents cancel, so the net particle current contains the difference of the lead occupations. For a small voltage $V$ this difference is $(-f')qV$, with $f'=\partial f/\partial E$. The conductance per width is therefore

$$\frac GW=q^2g\sum_n\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,v_x\,[-f'(E_n)] .$$

Insert $1=\int dE\,\delta(E-E_n)$ and define

$$\frac{M(E)}W=2\pi\hbar\,g\sum_n\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,v_x\,\delta(E-E_n).$$

Since $h=2\pi\hbar$, this gives

$$\frac GW=\frac{q^2}{h}\int dE\,(-f')\frac{M(E)}W .$$

At fixed $k_y$, each forward root of $E_n=E$ contributes $v_x/|\partial E_n/\partial k_x|=1/\hbar$ to the $k_x$ integral. The velocity cancels, leaving

$$\boxed{\frac{M(E)}W=\frac{g}{2\pi}\int dk_y\sum_n N_n(E,k_y)}$$

where $N_n$ is the number of upward crossings in one period of $k_x$. Energies at which a root is also an extremum are excluded at that $k_y$, because the delta-function step needs a nonzero slope.

## Counting on a table

At fixed band and $k_y$, let $E_i$ be the energies at $N_x$ equally spaced nodes, with node $N_x$ identified with node 0. Set $s_i=1$ if $E_i<E$ and $s_i=0$ otherwise. An upward crossing is a cell with $s_i=1$, $s_{i+1}=0$, that is,

$$E_i<E\le E_{i+1}.$$

A downward crossing has $s_i=0$, $s_{i+1}=1$. Around the period $\sum_i(s_i-s_{i+1})=0$, so the two numbers are equal even if a node lies at $E$. No numerical derivative is needed.

```
input:  bands[n][i][j], energy E, spacing dky, spin factor g
        i = kx node (periodic), j = ky node

sort the energies over n at every (i,j)
total = 0
for each ky node j:
    for each band n:
        for i = 0 ... Nx-1:
            next = (i+1) mod Nx
            if bands[n][i][j] < E <= bands[n][next][j]:
                total = total + 1
return g * dky * total / (2*pi)
```

Sorting makes each listed band periodic even when smooth branches exchange places across the zone. A cosine band folded into half its zone shows the need. At level 0.303, in units of its amplitude, the unfolded band has one upward crossing. The sorted folded table also gives 1, but the unsorted one gives 2, because closing each branch on itself creates a false jump.

## Resolution and error

**Along $k_x$.** Let $h_x$ be the node spacing and suppose one cell contains two roots. Between them lies an extremum $k_*$, and one of the roots, $k_r$, is within $h_x/2$ of it. If the band is smooth with $|E''|\le C$, Taylor's formula about $k_*$, where the slope vanishes, gives

$$|E-E(k_*)|=|E(k_r)-E(k_*)|\le\frac C2\left(\frac{h_x}{2}\right)^2=\frac{Ch_x^2}{8}.$$

If $E$ is farther than this from every extremal energy at that $k_y$, no cell holds two roots and the count is correct.

This was tested on 2000 random periodic bands with five harmonics and 48 nodes, against roots of the equivalent polynomial. In 1754 trials the energy satisfied the condition, and all those counts were correct. Among the other 246, 18 were wrong. The condition is sufficient but not necessary.

Sorting turns a true branch crossing into a kink, where $E''$ is unbounded. If the slope is bounded by $S$, the same argument gives the weaker margin $Sh_x/2$. A kinked extremum must then be included among the extremal energies.

**Along $k_y$.** The count is a sum of functions equal to 1 on intervals of $k_y$ and 0 elsewhere. A uniform grid of spacing $\Delta k_y$ measures the length of each interval with an error of at most $\Delta k_y$. The hat has two such intervals, $|k_y|<k_1$ and $|k_y|<k_2$, so

$$\left|\delta\!\left(\frac MW\right)\right|\le\frac{g}{2\pi}\,2\Delta k_y=\frac{g\Delta k_y}{\pi}.$$

Missed pairs in $k_x$ can add an error near the ends of the intervals.

**Noise.** Suppose the tabulated energies carry errors up to $\eta$. Near an isolated crossing of slope magnitude $v$, the uncertain nodes lie in a strip of width about $2\eta/v$. If $h_x>2\eta/v$, at most one node is uncertain. It sits between a node surely below and one surely above $E$, so either assignment leaves one crossing. A finer grid can place several uncertain nodes in the strip and create spurious pairs. Refinement should therefore stop well before the energy step $vh_x$ reaches $2\eta$. No step meets this condition in every column, because the slope along $k_x$ vanishes at the ends of the $k_y$ intervals, and noise creates spurious pairs there first. For the two-band hat below at 12 meV, random errors up to 0.07 meV raise the count by about 2% when $vh_x=3\eta$ at the smaller $k_y=0$ slope, and by about 0.1% when $vh_x=12\eta$.

## What minima can and cannot tell

For a smooth periodic band with nondegenerate extrema, consider the arcs of $k_x$ on which $E_n<E$. Each arc that does not fill the whole period has one upward crossing, at its right end. Raising $E$ past a minimum creates an arc. Raising it past a maximum joins two arcs, or closes the last arc around the zone; either event removes one upward crossing. Hence

$$N_n=(\text{minima below }E)-(\text{maxima below }E).$$

This identity held in all 2000 random-band trials. Minima alone suffice only when no maximum lies below $E$, and then every local minimum must be counted, not one per subband.

## A hat from two coupled bands

Let an electron band and a hole band overlap by $2M_0$, with energies measured from the middle of the overlap:

$$E_e=-M_0+\alpha k^2,\qquad E_h=M_0-\beta k^2,$$

where $\alpha=\hbar^2/2m_e$ and $\beta=\hbar^2/2m_h$. A coupling of magnitude $Ak$ gives $(E-E_e)(E-E_h)=A^2k^2$. With $u=k^2$,

$$(E+M_0-\alpha u)(E-M_0+\beta u)=A^2u.$$

The left side multiplies out to

$$E^2-M_0^2+[\beta(E+M_0)-\alpha(E-M_0)]u-\alpha\beta u^2 .$$

Moving everything to one side and changing the overall sign gives

$$\alpha\beta u^2-bu+M_0^2-E^2=0,$$

$$b=\beta(E+M_0)+\alpha(M_0-E)-A^2,$$

$$u=\frac{b\pm\sqrt{b^2-4\alpha\beta(M_0^2-E^2)}}{2\alpha\beta}.$$

Positive roots are the squared radii of the constant-energy circles.

To see when the conduction band has a hat, set $E=M_0+\epsilon$ near $k=0$. The first factor is $2M_0$ to leading order, so $2M_0(\epsilon+\beta u)=A^2u$ and

$$\epsilon=\left(\frac{A^2}{2M_0}-\beta\right)k^2 .$$

The centre is a local maximum if $\beta>A^2/(2M_0)$, or $m_h<\hbar^2M_0/A^2$. Too strong a coupling or too heavy a hole removes it.

Let $k_0$ be the ring of minima. For $E$ between the minimum and the hat top, the integral of the forward count over $k_y$ is $2(2k_1)+1\cdot2(k_2-k_1)=2(k_1+k_2)$. Therefore

$$\left(\frac MW\right)_{\rm true}=\frac g\pi(k_1+k_2).$$

One mode per subband whose lowest minimum is below $E$ covers $|k_y|<k_2$ once:

$$\left(\frac MW\right)_{\rm lowest}=\frac g\pi k_2 .$$

If every local minimum is counted instead, there are two for $|k_y|<k_0$, at $k_x=\pm\sqrt{k_0^2-k_y^2}$, and one, at $k_x=0$, for $k_0<|k_y|<k_2$. The integral is $4k_0+2(k_2-k_0)$, so

$$\left(\frac MW\right)_{\rm local}=\frac g\pi(k_0+k_2).$$

At the band edge $k_1=k_2=k_0$: the true count starts with a jump to $2gk_0/\pi$, twice the lowest-minimum value. Inside the hat $k_1<k_0$, so the local-minimum rule is too large. Above the top $k_1$ is absent and the lowest-minimum rule becomes correct, while the local-minimum rule remains wrong.

## Worked numbers

The round parameters are $m_e=0.04\,m_0$, $m_h=0.06\,m_0$, $2M_0=40$ meV, $A=40$ meV nm and $g=2$. Thus $\alpha=0.9525$ and $\beta=0.6350$ eV nm². The conduction minimum is at 9.94 meV, on the ring $k_0=0.1494$ nm⁻¹, and the hat top is at 20 meV. The valence top is at −2.34 meV.

At the Fermi level, $E_F=12$ meV, in eV and nm,

$$b=0.6350(0.032)+0.9525(0.008)-0.0016=0.02634 .$$

With $\alpha\beta=0.6048$ and $M_0^2-E_F^2=2.56\times10^{-4}$, the square root is 0.00863. Hence

$$u=\frac{0.02634\pm0.00863}{1.2097}=0.0146,\ 0.0289\ \mathrm{nm^{-2}},$$

so $k_1=0.1210$ and $k_2=0.1700$ nm⁻¹. The mode density is

$$\frac MW=\frac{2(0.1210+0.1700)}\pi=0.185\ \mathrm{nm^{-1}}=185\ \mathrm{\mu m^{-1}}.$$

The counts from tables, in µm⁻¹, are:

| $E$ (meV) | true | lowest minimum | local minima |
|---|---:|---:|---:|
| 10.5 | 189 | 102 | 197 |
| 12 | 185 | 108 | 203 |
| 16 | 171 | 118 | 214 |
| 25 | 135 | 135 | 230 |

At $E_F$ the true count is 1.71 times the lowest-minimum result. It falls with energy inside this hat. The sum and product of the two roots give

$$(k_1+k_2)^2=\frac b{\alpha\beta}+2\sqrt{\frac{M_0^2-E^2}{\alpha\beta}} .$$

The first term falls because $db/dE=\beta-\alpha<0$ here, and the second falls for $E>0$. The inner circle shrinks faster than the outer one grows.

For a fully periodic table, $k^2$ was replaced by $\sum_j(2-2\cos k_ja)/a^2$ and the squared coupling by $A^2\sum_j\sin^2(k_ja)/a^2$, with $j=x,y$. The period $a=2$ nm is numerical, not the crystal period. At fixed $k_y$ the energy equation is quadratic in $\cos k_xa$, and each root strictly between −1 and 1 gives one forward crossing. This independent count agreed with the table in all 4000 columns of a $1000\times4000$ grid.

The periodic table gives 186.0 µm⁻¹, 0.39% above the ring formula. The difference combines the lattice replacement with the transverse sum, whose bound is 0.5 µm⁻¹. The largest sampled curvature below 30 meV, 10.1 eV nm², gives an estimated $k_x$ resolution of 0.0125 meV. Near $k_y=0$ the forward states are at $k_x=-0.121$ and $+0.171$ nm⁻¹, so selecting positive $k_x$ would not select the forward states.

The zero-temperature ballistic conductance is $(q^2/h)(M/W)=7.18$ mS/µm.

## Temperature and neglected effects

With the Fermi level held at 12 meV and both bands included, the thermally averaged true count is 184.7 µm⁻¹ at 4 K and 112.5 µm⁻¹ at 77 K. One mode per subband gives 107.8 and 84.9 µm⁻¹. Warming lowers the average mainly because the thermal window reaches into the gap, only 2.06 meV below $E_F$, where there are no modes. At 20 K, direct integration of the numerical velocity gives 138.46 µm⁻¹, against 138.47 µm⁻¹ from the crossing count.

The other changes below are at zero temperature and the same Fermi energy. A Rashba coupling of 10 meV nm in the electron band gives 185.3 µm⁻¹, almost no change, because the two split branches shift oppositely, to 94.3 and 91.0 µm⁻¹. This holds only while both split minima lie below the Fermi level; at 50 meV nm the upper branch is empty and the count drops to about 102 µm⁻¹. Spin splitting of the hole band or of the coupling is not included. A 20% fourfold modulation of $\beta$, largest along the transport and width axes, gives 185.8 µm⁻¹, but this near-agreement is accidental. Turning the same modulation by 45° gives about 201 µm⁻¹, and raising it to 25% in the original orientation gives about 159 µm⁻¹. At 20% the band minimum along the weak directions is 11.97 meV, just below the Fermi level; at 25% it lies above, and the ring breaks into four pockets. Warping therefore cannot be neglected when the Fermi level is this close to the band edge.

Changing the hole mass to $0.10\,m_0$ gives zero. The hat itself survives, since its mass limit is $0.952\,m_0$. But now $\beta=0.381$ eV nm², $b=0.01821$ and

$$b^2-4\alpha\beta(M_0^2-E_F^2)=(3.32-3.72)\times10^{-4}<0 .$$

No circle exists: the conduction minimum has risen above 12 meV and the Fermi level is in the gap. A comparison at fixed carrier density would be a different calculation.

For field-driven transfer between the bands, the Landau–Zener estimate treats the crossing as linear and its coupling as constant:

$$P=\exp\left[-\frac{2\pi(Ak_c)^2}{qF\,2(\alpha+\beta)k_c}\right],\qquad k_c=\sqrt{\frac{2M_0}{\alpha+\beta}} .$$

Here $k_c$ is where the uncoupled bands meet, and $2(\alpha+\beta)k_c$ is their slope difference. A bias of 1 mV over 200 nm gives $F=50$ V/cm and an exponent of magnitude about 100, so this process is negligible here.

These parameters are in the rough regime of an inverted InAs/GaSb double quantum well, where overlapping electron and hole bands produce the hat. The overlap depends on layer thickness and gate voltage. The model gap of 12.3 meV is on the large side, and the hole mass is light: mixing with light-hole states can make the real dispersion heavier and nonparabolic away from $k=0$. The mass comparison shows that this can remove all modes at a fixed Fermi energy. Real channels also scatter carriers. For an assumed mean free path of 1 µm, the probability of crossing 200 nm without scattering is 0.82, so 7.18 mS/µm is an ideal-contact, scattering-free value. The density is $2.3\times10^{11}$ cm⁻², and potential variations of about 2 meV would be comparable with $E_F$ measured from the band edge. Higher subbands, self-consistent electrostatics and contact reflection are not included.

## Cost and failure modes

For $N_b$ bands, sorting costs $O(N_xN_yN_b\log N_b)$ once. After that, one energy costs $O(N_bN_xN_y)$ comparisons. For many energies, visit each rising cell once: add 1 at the first requested energy above $E_i$, subtract 1 at the first above $E_{i+1}$, then form a running sum. With $N_E$ sorted energies and binary search, the cost is $O(N_bN_xN_y\log N_E+N_E)$.

The count fails in these identifiable cases:

- **Incomplete period.** A partial $k_x$ window is safe if it contains all crossings and both ends of each band lie on the same side of $E$. Otherwise closing the window can create a false crossing.
- **Wrong zone coverage.** A symmetry-reduced table must be unfolded. A repeated $k_y$ endpoint must be dropped, or its modes are counted twice.
- **Unresolved extrema.** If $E$ is within the resolution margin of an extremum, refine $k_x$ locally. Sharp avoided crossings need this most, because their curvature is large.
- **Double spin counting.** Use $g=1$ when spin-split bands are listed separately.
- **Narrow channels.** When the width makes $k_y$ discrete, replace the integral by a sum over the allowed transverse states. Hard walls can mix $k_y$ and $-k_y$, and in general the bands of the finite-width channel must then be computed and their crossings counted directly.

## Values computed for the example and the checks

```
Electron, hole mass: 0.04, 0.06 m0
alpha, beta: 0.9525, 0.6350 eV nm^2
Overlap 2*M0: 40.0 meV; coupling A: 40.0 meV nm
Fermi level: 12.0 meV; spin factor: 2
Valence top, conduction minimum: -2.344, 9.941 meV
Hat top, depth: 20.000, 10.059 meV
Ring of minima k0: 0.1494 1/nm
Hole-mass limit for hat: 0.952 m0
Onset true count: 190.20 1/um
Fermi radii k1, k2: 0.1210, 0.1700 1/nm
Electron density: 2.270e+11 cm^-2
Energy (meV); true, lowest-min, local-min counts (1/um)
  10.5; 188.95, 101.99, 197.10
  12.0; 185.26, 108.23, 203.34
  16.0; 171.25, 118.41, 213.52
  25.0; 135.09, 135.09, 230.20
Ring-formula count at Fermi level: 185.27 1/um
True/lowest-min ratio at Fermi level: 1.7117
Ballistic conductance, T=0: 7177.533 mS/um
Lattice period: 2.0 nm; grid: 1000 x 4000
Lattice dkx, dky: 0.003142, 0.000785 1/nm
Lattice count: 186.00 1/um
Lattice deviation from ring formula: 0.39 %
Max curvature below 30 meV: 10.10 eV nm^2
kx energy resolution: 0.0125 meV
Columns differing from root count: 0 of 4000
Forward kx near ky=0: -0.1211, 0.1713 1/nm
  ky=0.00 1/nm: 2 forward crossings per spin
  ky=0.08 1/nm: 2 forward crossings per spin
  ky=0.15 1/nm: 1 forward crossings per spin
  ky=0.20 1/nm: 0 forward crossings per spin
Random-band trials safe, wrong outside bound: 1754, 18
Folded band true, sorted, unsorted: 1, 1, 2
Flux, crossing count at 20 K: 138.461, 138.473 1/um
T=4 K true, one-per-subband: 184.73, 107.84 1/um
T=77 K true, one-per-subband: 112.49, 84.94 1/um
Hole mass 0.10 m0: count 0.00 1/um
Hole warping 20 %: count 185.77 1/um
Rashba 10.0 meV nm: count 185.32 1/um
Bias, length: 1.0 mV, 200 nm
Field: 50.0 V/cm; tunnelling exponent: 100.5
Assumed mean free path: 1000 nm
Probability of no scattering: 0.819
```
